# Hostler's Dimensional Recursion for the Coulomb Green's Function, part 1

(Sections cited here and not found follow in the second part.)

## I. Steps of two dimensions and the odd ladder

**Q:** You say that Coulomb Green's functions in different dimensions are related. Which operator do you mean, and what stays fixed when the dimension changes?

**A:** The potential stays fixed as a function of distance. In Hartree atomic units, for $D\ge 2$,

$$H_D=-\tfrac12\nabla^2-\frac Zr,\qquad (H_D-E)\,G_D(\mathbf r_1,\mathbf r_2)=\delta(\mathbf r_1-\mathbf r_2),$$

with $\nabla^2$ and $H_D$ acting on $\mathbf r_1$. The $1/r$ law is kept for every $D$; it is not replaced by the solution of Poisson's equation in $D$ dimensions. I take $Z>0$, $E<0$ and write

$$k=\sqrt{-2E},\qquad \nu=Z/k .$$

Besides solving this equation, $G_D$ must stay bounded with its gradient at the origin, and both must be square integrable at large $r_1$.

**Q:** Is that enough to fix $G_D$?

**A:** Yes, below the spectrum. Insert $e^{-\kappa r}$ into the wave equation: $-\tfrac12\left[\kappa^2-(D-1)\kappa/r\right]-Z/r$ is constant if $\kappa=2Z/(D-1)$. This function has no node, so it is the ground state, and its energy corresponds to $\nu=(D-1)/2$. I assume $0<\nu<\tfrac12$, which lies below the ground state for every $D\ge2$. The difference $d$ of two candidates has no source, is smooth at $\mathbf r_2$, and satisfies $\langle d,(H_D-E)d\rangle=0$. Since $H_D-E$ is positive, $d=0$. Any function I construct with the required properties is therefore the Green's function.

**Q:** Two vectors and a fixed origin leave three distances: $r_1$, $r_2$ and $|\mathbf r_1-\mathbf r_2|$. Which variables do you use?

**A:** I look for solutions that depend on just two combinations,

$$u=r_1+r_2,\qquad v=|\mathbf r_1-\mathbf r_2| .$$

Whether $G_D$ really has this form will be settled by the construction. Let $\hat{\mathbf r}_1$ be the unit vector along $\mathbf r_1$ and $\hat{\mathbf n}$ the one along $\mathbf r_1-\mathbf r_2$. Then $\nabla u=\hat{\mathbf r}_1$, $\nabla v=\hat{\mathbf n}$, $\nabla^2u=(D-1)/r_1$ and $\nabla^2v=(D-1)/v$, so

$$\nabla^2F=F_{uu}+F_{vv}+2\,\hat{\mathbf r}_1\!\cdot\hat{\mathbf n}\,F_{uv}+\frac{D-1}{r_1}F_u+\frac{D-1}{v}F_v .$$

From $\mathbf r_2=\mathbf r_1-v\hat{\mathbf n}$ we get $r_2^2=r_1^2+v^2-2r_1v\,\hat{\mathbf r}_1\!\cdot\hat{\mathbf n}$. Also $r_1^2-r_2^2=u(r_1-r_2)=u(2r_1-u)$. Together,

$$2\,\hat{\mathbf r}_1\!\cdot\hat{\mathbf n}=\frac{r_1^2-r_2^2+v^2}{r_1v}=\frac{2u}{v}+\frac{v^2-u^2}{r_1v}.$$

**Q:** An explicit $r_1$ is left over. Doesn't that ruin the two-variable form?

**A:** It appears only as $1/r_1$, and so does the potential. Multiply the homogeneous wave equation by $-2$, which gives $\nabla^2F+(2Z/r_1)F-k^2F=0$, and collect terms. The equation holds if both of these hold:

$$F_{uu}+F_{vv}+\frac{2u}{v}F_{uv}+\frac{D-1}{v}F_v-k^2F=0,$$

$$\frac{v^2-u^2}{v}F_{uv}+(D-1)F_u+2ZF=0 .$$

The second is the factor multiplying $1/r_1$. This grouping is where the Coulomb law enters.

It is convenient to use $s=v^2$. Then $F_v=2vF_s$, $F_{uv}=2vF_{us}$ and $F_{vv}=2F_s+4sF_{ss}$. In the first equation the terms in $F_s$ add up to $2+2(D-1)=2D$. Hence

$$\mathsf A_D:\quad F_{uu}+4sF_{ss}+4uF_{us}+2DF_s-k^2F=0,$$

$$\mathsf B_D:\quad 2(s-u^2)F_{us}+(D-1)F_u+2ZF=0 .$$

**Q:** How does one get from $D$ to another dimension?

**A:** Differentiate both with respect to $s$ at fixed $u$ and call $h=F_s$. In $\mathsf A_D$, the product rule on $4sF_{ss}$ gives $4sh_{ss}+4h_s$. In $\mathsf B_D$, the factor $s$ gives an extra $2h_u$. Therefore

$$h_{uu}+4sh_{ss}+4uh_{us}+2(D+2)h_s-k^2h=0,$$

$$2(s-u^2)h_{us}+(D+1)h_u+2Zh=0 .$$

These are $\mathsf A_{D+2}$ and $\mathsf B_{D+2}$. One derivative raises $D$ by two. With a constant factor, to be justified by the source, the proposed recursion is

$$G_{D+2}=-\frac1\pi\frac{\partial G_D}{\partial s}=-\frac{1}{2\pi v}\frac{\partial G_D}{\partial v}\qquad(u\ \text{fixed}).$$

**Q:** You have moved solutions about, but you have no first solution. What is the Coulomb problem in one dimension?

**A:** Here it means the half-line $r>0$ with wave functions vanishing at $r=0$. On it, $u=r_>+r_<$ and $v=r_>-r_<$, where $r_>$ and $r_<$ are the larger and smaller of $r_1,r_2$. Define

$$x=u+v=2r_>,\qquad y=u-v=2r_< .$$

With $z=2kr$, the radial equation is $\varphi''=(\tfrac14-\nu/z)\varphi$. The solution that vanishes at the origin and the one that decays at infinity are the Whittaker functions

$$M(z)=z e^{-z/2}\,{}_1F_1(1-\nu;2;z),\qquad W(z)=z e^{-z/2}\,U(1-\nu,2,z),$$

where ${}_1F_1$ and $U$ are Kummer's two functions. The Green's function is $G_1=C\,W(kx)M(ky)$.

To find $C$, note that $WM'-W'M$ is constant, because both functions obey the same equation without a first derivative. At small $z$, $M\simeq z$. For $W$ use

$$U(a,b,z)=\frac1{\Gamma(a)}\int_0^\infty e^{-zt}t^{a-1}(1+t)^{b-a-1}dt,\qquad a=1-\nu .$$

Putting $t=\tau/z$ shows that $zU(a,2,z)\to1/\Gamma(a)$, while $W'$ diverges only logarithmically, so $W'M\to0$. The constant is $1/\Gamma(1-\nu)$. Integrating $-\tfrac12G_1''+\dots=\delta$ across the source requires the slope to jump by $-2$. The jump is $2kC(W'M-WM')=-2kC/\Gamma(1-\nu)$. Hence

$$G_1=\frac{\Gamma(1-\nu)}{k}\,W(kx)\,M(ky).$$

**Q:** On a half-line $r_1$ is no longer free once $u$ and $v$ are given. Why should both $\mathsf A_1$ and $\mathsf B_1$ hold?

**A:** They must be checked directly. The factors satisfy $F_{xx}=(k^2/4-Z/x)F$ and $F_{yy}=(k^2/4-Z/y)F$. Since $xy=u^2-v^2$, $x+y=2u$ and $x-y=2v$,

$$F_{xx}+F_{yy}=\left(\frac{k^2}{2}-\frac{2Zu}{xy}\right)F,\qquad F_{xx}-F_{yy}=\frac{2Zv}{xy}F .$$

The chain rule gives $F_{uu}+F_{vv}=2(F_{xx}+F_{yy})$ and $F_{uv}=F_{xx}-F_{yy}$. For $D=1$ the first equation becomes

$$\left[k^2-\frac{4Zu}{xy}+\frac{2u}{v}\frac{2Zv}{xy}-k^2\right]F=0,$$

and the second becomes

$$\left[\frac{v^2-u^2}{v}\,\frac{2Zv}{xy}+2Z\right]F=(-2Z+2Z)F=0 .$$

Both hold, so $G_1$ is a valid seed.

**Q:** A solution away from the source can still have the wrong source. Check the strength.

**A:** At $v=0$ we have $x=y=u$, and

$$\left.\frac{\partial G_1}{\partial v}\right|_{v=0}=\Gamma(1-\nu)\,(W'M-WM')\big|_{ku}=-1 .$$

For $u>0$ the functions are analytic near this point, so $G_1=c_0(u)-v+c_2(u)v^2+c_3(u)v^3+\dots$. The recursion sends $v^n$ to $-(n/2\pi)v^{n-2}$. Even powers never become singular, because a constant is annihilated. The linear term gives

$$G_3=\frac1{2\pi v}+\text{terms bounded at }v=0 .$$

Let $\Omega_D=2\pi^{D/2}/\Gamma(D/2)$ be the area of the unit sphere. A leading term $S_Dv^{2-D}$ has a unit source if the flux of $-\tfrac12\nabla G$ is one, that is $\tfrac12(D-2)S_D\Omega_D=1$. For $D=3$ this gives $S_3=1/(2\pi)$, as found. Because $\Omega_{D+2}=2\pi\Omega_D/D$, the required ratio is

$$\frac{S_{D+2}}{S_D}=\frac{(D-2)\Omega_D}{D\,\Omega_{D+2}}=\frac{D-2}{2\pi}.$$

Acting on $v^{2-D}$, the recursion produces just this factor and the power $v^{-D}$. That fixes the prefactor $1/\pi$.

**Q:** In five dimensions there are weaker singular terms too. And what about a hidden source at the nucleus?

**A:** Apply Green's identity outside small spheres of radius $\varepsilon$ around $\mathbf r_2$ and the origin, with a smooth test function. Near $\mathbf r_2$ the terms after the leading one are at most of order $v^{3-D}$. Their gradients are at most of order $\varepsilon^{2-D}$, and the area is of order $\varepsilon^{D-1}$, so their flux vanishes. The leading term gives the value of the test function at $\mathbf r_2$.

At the origin, $u$ and $v$ both tend to $r_2$, so $x\to2r_2$ and $y\to0$. $W$ is analytic at positive argument and $M$ is entire, so $G_D$ and its gradient are bounded there; this surface term vanishes too. At large $r_1$, the triangle inequality gives $x\ge2r_1$ and $0\le y\le2r_2$. The factor $W(kx)$ then makes the function and its derivatives fall as $e^{-kr_1}$ times powers. All conditions are met, and the recursion is proved for the odd ladder by induction.

**Q:** In what sense are these functions closed?

**A:** No integral or infinite sum remains beyond the Whittaker functions themselves. To see it, take out the exponentials. As $x+y=2u$, their product is $e^{-ku}$, a constant for the derivative. Define

$$A(z)=zU(1-\nu,2,z),\quad B(z)=z\,{}_1F_1(1-\nu;2;z),\quad Q=A(kx)B(ky).$$

Then $G_1=\Gamma(1-\nu)e^{-ku}Q/k$. With primes for derivatives with respect to the argument, $Q_v=k(A'B-AB')$, and so

$$G_3=\frac{\Gamma(1-\nu)e^{-ku}}{2\pi v}\,(AB'-A'B).$$

A second application gives

$$G_5=\frac{\Gamma(1-\nu)e^{-ku}}{4\pi^2k}\left(\frac{Q_{vv}}{v^2}-\frac{Q_v}{v^3}\right),$$

$$Q_{vv}=k^2(A''B-2A'B'+AB'').$$

Second derivatives can be removed. Inserting $\varphi=e^{-z/2}f$ into $\varphi''=(\tfrac14-\nu/z)\varphi$ gives $f''-f'+\tfrac14f=(\tfrac14-\nu/z)f$, hence $f''=f'-\nu f/z$ for $f=A$ or $B$. Repeating this, every odd $D$ needs just $A,A',B,B'$ with rational coefficients.

**Q:** The factor $\Gamma(1-\nu)$ has a pole at $\nu=1$. In five dimensions the lowest level is at $\nu=2$. Isn't that a contradiction?

**A:** It would be, if the pole survived. The closed forms and the resolvents continue analytically in $k$ to $\nu>\tfrac12$. At $\nu=1$, $A(z)=B(z)=z$ and $Q=k^2(u^2-s)$. Near the pole,

$$G_1\simeq\frac{k(u^2-s)e^{-ku}}{1-\nu},\qquad G_3\simeq\frac{k\,e^{-ku}}{\pi(1-\nu)} .$$

The three-dimensional residue no longer depends on $s$, so the next derivative removes it. It is the 1s contribution: $Z^3e^{-Zu}/\pi$ divided by the energy distance, which tends to $Z^2(1-\nu)$. The recursion thus deletes a level where the higher dimension has none.

**Q:** Give me numbers.

**A:** Take $Z=1$, $k=3\ \text{bohr}^{-1}$, so $E=-4.5$ hartree and $\nu=1/3$. With $r_1=0.6$ bohr, $r_2=1.0$ bohr and an angle of cosine $0.6$,

$$v=\sqrt{0.36+1-0.72}=0.8\ \text{bohr},\qquad u=1.6\ \text{bohr}.$$

Thus $kx=7.2$ and $ky=2.4$. The functions are $A=1.98670$, $A'=0.084698$, $B=6.74529$, $B'=6.39764$. The prefactor is $\Gamma(2/3)e^{-4.8}=1.354118\times0.00822975=0.0111440$. Therefore

$$G_3=\frac{0.0111440}{2\pi(0.8)}\,(12.7102-0.5713)=0.02691\ \text{hartree}^{-1}\text{bohr}^{-3}.$$

For $D=5$, the reduction rule gives $A''=-0.007279$ and $B''=5.46079$. Then $Q_v=-36.417$ and $Q_{vv}=9(-0.0491-1.0837+10.8490)=87.445$, so

$$G_5=\frac{0.0111440}{12\pi^2}\left(\frac{87.445}{0.64}+\frac{36.417}{0.512}\right)=0.01955\ \text{hartree}^{-1}\text{bohr}^{-5}.$$

Numerical differentiation of $G_1$ and of $G_3$ reproduces these two values in tests with a relative tolerance of $10^{-8}$.

## II. The half-step and the even ladder

**Q:** Before we go on, restate what you are carrying over.

**A:** The variables are $u=r_1+r_2$, $v=|\mathbf r_1-\mathbf r_2|$, $s=v^2$, $x=u+v$, $y=u-v$, with $k=\sqrt{-2E}$ and $0<\nu=Z/k<\tfrac12$. A function of $u,s$ solves the $D$-dimensional wave equation away from the source if

$$\mathsf A_D:\quad F_{uu}+4sF_{ss}+4uF_{us}+2DF_s-k^2F=0,$$

$$\mathsf B_D:\quad 2(s-u^2)F_{us}+(D-1)F_u+2ZF=0 .$$

The recursion is $G_{D+2}=-(1/\pi)\partial_sG_D$ at fixed $u$. It has been proved from the half-line function $G_1$ upwards through odd $D$. In particular

$$G_3=\frac{\Gamma(1-\nu)e^{-ku}}{2\pi v}\left[A(kx)B'(ky)-A'(kx)B(ky)\right],$$

with $A(z)=zU(1-\nu,2,z)$ and $B(z)=z\,{}_1F_1(1-\nu;2;z)$.

**Q:** One derivative always changes $D$ by two. You can never reach $D=2$ from there.

**A:** Not with a whole derivative. If one derivative with factor $1/\pi$ raises $D$ by two, the natural candidate for one dimension is half a derivative with factor $\pi^{-1/2}$. For a function whose derivative decays fast enough, the Weyl half-derivative is

$$(-\partial_s)^{1/2}f(s)=\frac1{\sqrt\pi}\int_0^\infty\frac{-f'(s+t)}{\sqrt t}\,dt .$$

Applying it twice gives $\pi^{-1}\iint f''(s+t+t')(tt')^{-1/2}dt\,dt'$. At fixed $T=t+t'$ the integral of $(tt')^{-1/2}$ is $\pi$, so the result is $\int_0^\infty f''(s+T)\,dT=-f'(s)$. Two halves make the whole step.

The candidate is therefore

$$G_2=\pi^{-1/2}(-\partial_s)^{1/2}G_1=\int_0^\infty G_3\big|_{s+t}\,\frac{dt}{\sqrt t},$$

because $-\partial_sG_1=\pi G_3$. With $t=z^2$,

$$G_2(u,v)=\int_{-\infty}^{\infty}G_3\!\left(u,\sqrt{v^2+z^2}\right)dz .$$

**Q:** That looks like integrating over an ordinary extra coordinate. Is it?

**A:** It is for a free particle. For $Z=0$ we have $A=1$ and $B=e^z-1$, so $G_3=e^{-kv}/(2\pi v)$, and $z$ is the Cartesian separation along the third axis. The integral is then $K_0(kv)/\pi$, with $K_0$ the modified Bessel function. With the charge present, moving a point along an extra axis would change $u$ as well. Here $u$ is held fixed, so $z$ is an integration variable without that direct meaning.

The recursion in steps of two dimensions has been proved for odd $D$, and half a derivative of $G_1$ has given a candidate for $G_2$ as an integral over $G_3$. It remains to show that this integral converges and is the two-dimensional Green's function, and to continue from it to the higher even dimensions.

All numerical values are calculated from the stated model.
